# Choosing radial grid limits from the energy cost of the walls: a program that tests the result

```python
# Result under test (Hartree atomic units): for the radial equation
#   -P''/2 + [l(l+1)/(2 r^2) + V(r)] P = E P,   integral of P^2 dr = 1,
# forcing P(r_min) = 0 raises a hydrogenic s level by 2 Z^3 r_min / n^3, and
# forcing P(r_max) = 0 raises a level by about kappa P(r_max)^2.
# Z: nuclear charge, n: principal quantum number, kappa = sqrt(-2E),
# q = sqrt(2 [V(r_max) - E]): local decay constant at the outer wall.
import math
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad, simpson, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

mp.mp.dps = 40
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def coulomb_wall_shift(n, l, Z, r_wall, side):
    """Exact shift of a hydrogenic level from a zero of the Coulomb function."""
    def boundary_value(nu):
        z = 2 * Z * r_wall / nu
        if side == "inner":      # solution that decays at infinity
            return mp.hyperu(l + 1 - nu, 2 * l + 2, z)
        return mp.exp(-z) * mp.hyp1f1(l + 1 - nu, 2 * l + 2, z)
    start = (n + mp.mpf("1e-6"), n + mp.mpf("2e-6"))
    nu = mp.findroot(boundary_value, start, verify=False)
    return mp.mpf(Z)**2 / 2 * (mp.mpf(1) / n**2 - 1 / nu**2)


def hydrogenic_s(n, Z, r):
    """Normalized P(r) of an s state, slope 2 (Z/n)^(3/2) at the nucleus."""
    k = mp.mpf(Z) / n
    return 2 * k**1.5 * r * mp.exp(-k * r) * mp.hyp1f1(1 - n, 2, 2 * k * r)


# --- slope at the nucleus: normalization and mean inverse square radius
for n in (1, 2, 3):
    def density(r):
        return float(hydrogenic_s(n, 1, r))**2
    norm = quad(density, 0, 60 * n, limit=200)[0]
    inv_sq = quad(lambda r: density(r) / r**2, 0, 60 * n, limit=200)[0]
    assert abs(norm - 1) < 1e-7
    assert abs(inv_sq - 2 / n**3) < 1e-7

# --- inner wall, hydrogenic s levels
for Z in (1, 11):
    for n in (1, 2, 3):
        errors = []
        for zr in ("1e-5", "1e-6"):
            r = mp.mpf(zr) / Z
            exact = coulomb_wall_shift(n, 0, Z, r, "inner")
            errors.append(abs(exact / (2 * mp.mpf(Z)**3 * r / n**3) - 1))
        assert errors[0] < 3e-3 and errors[1] < errors[0] / 4
print("Inner wall, hydrogen 1s: r_min (bohr), exact shift (hartree),")
print("  exact shift / (2 Z^3 r_min / n^3)")
for text in ("1e-2", "1e-3", "1e-4", "1e-5"):
    r = mp.mpf(text)
    exact = coulomb_wall_shift(1, 0, 1, r, "inner")
    print(f"  {float(r):.0e}  {float(exact):.5e}  {float(exact/(2*r)):.5f}")

# --- inner wall, 2p: slope coefficient squared is 1/24 for Z = 1
r = mp.mpf("1e-3")
shift_2p = coulomb_wall_shift(2, 1, 1, r, "inner")
shift_2s = coulomb_wall_shift(2, 0, 1, r, "inner")
assert abs(shift_2p / (r**3 / 16) - 1) < 0.02
print(f"Hydrogen, r_min = {float(r):.0e} bohr: exact 2s shift "
      f"{float(shift_2s):.4e} hartree")
print(f"  exact 2p shift {float(shift_2p):.4e} hartree, "
      f"r_min^3/16 = {float(r**3/16):.4e} hartree")

# --- outer wall, hydrogen s levels
print("Outer wall, hydrogen: n, r_max (bohr), exact shift (hartree),")
print("  exact/(kappa P^2), exact/(q P^2)")
for n, walls in ((1, (10, 20)), (3, (40, 80))):
    ratios = []
    for R in walls:
        exact = coulomb_wall_shift(n, 0, 1, mp.mpf(R), "outer")
        p_squared = hydrogenic_s(n, 1, mp.mpf(R))**2
        k = 1 / n
        q = math.sqrt(k**2 - 2 / R)
        ratio_k = float(exact / (k * p_squared))
        ratio_q = float(exact / (q * p_squared))
        ratios.append(ratio_k)
        assert abs(ratio_q - 1) < 0.02
        print(f"  {n}  {R}  {float(exact):.4e}  {ratio_k:.4f}  {ratio_q:.4f}")
    assert 0.6 < ratios[0] < ratios[1] < 1


# --- numerical integration in x = ln r for any central potential
def propagate(E, V, r_from, r_to, start, dense):
    def rhs(x, y):
        r = math.exp(x)
        return (r * y[1], 2 * r * (V(r) - E) * y[0])
    sol = solve_ivp(rhs, (math.log(r_from), math.log(r_to)), start,
                    method="DOP853", rtol=1e-13, atol=1e-40,
                    first_step=1e-3, dense_output=dense)
    assert sol.success
    return sol


def two_branches(E, V, Z, r_in, r_out, wall, dense=False):
    r_match = 1 / math.sqrt(-2 * E)
    regular = (r_in * (1 - Z * r_in), 1 - 2 * Z * r_in)
    start = (0.0, 1.0) if wall else regular
    outward = propagate(E, V, r_in, r_match, start, dense)
    inward = propagate(E, V, r_out, r_match, (0.0, -1.0), dense)
    return outward, inward, r_match


def level(V, Z, r_in, r_out, wall, guess, width):
    """Eigenvalue: the outward and inward solutions must be proportional."""
    def mismatch(E):
        outward, inward, r_match = two_branches(E, V, Z, r_in, r_out, wall)
        a, da = outward.y[:, -1]
        b, db = inward.y[:, -1]
        da, db = da * r_match, db * r_match
        return (a * db - b * da) / (math.hypot(a, da) * math.hypot(b, db))
    return brentq(mismatch, guess * (1 + width), guess * (1 - width),
                  xtol=1e-12, rtol=1e-14)


# --- regular series start instead of a wall, hydrogenic 1s
Z = 11
print(f"Regular start, hydrogenic 1s, Z = {Z}: r_min (bohr), shift (hartree),")
print("  -2 Z^5 r_min^3 (hartree), wall estimate 2 Z^3 r_min (hartree)")
series_shifts = []
for r0 in (1e-3, 5e-4):
    E = level(lambda r: -Z / r, Z, r0, 30 / Z, False, -Z**2 / 2, 0.01)
    shift = E + Z**2 / 2
    series_shifts.append(shift)
    assert abs(shift / (-2 * Z**5 * r0**3) - 1) < 0.06
    print(f"  {r0:.0e}  {shift:.3e}  {-2*Z**5*r0**3:.3e}  {2*Z**3*r0:.3e}")
assert 7 < series_shifts[0] / series_shifts[1] < 9

# --- worked example: screened model atom
alpha = 2.0
tolerance = 1e-6


def screened(r):
    return -(1 + (Z - 1) * math.exp(-alpha * r)) / r


h = 0.005                        # coarse difference grid: starting energies
grid = h * np.arange(1, 8001)
diagonal = 1 / h**2 - (1 + (Z - 1) * np.exp(-alpha * grid)) / grid
coarse = eigh_tridiagonal(diagonal, np.full(grid.size - 1, -0.5 / h**2),
                          eigvals_only=True, select="i", select_range=(0, 2))


def free_orbital(guess):
    """Unwalled level: energy, slope at nucleus, P(r) beyond the match."""
    r0, r_far = 1e-6, 30 / math.sqrt(-2 * guess)
    E = level(screened, Z, r0, r_far, False, guess, 0.02)
    outward, inward, r_match = two_branches(E, screened, Z, r0, r_far,
                                            False, True)
    u, v = outward.y[:, -1], inward.y[:, -1]
    scale = np.dot(u, v) / np.dot(v, v)
    x1 = np.linspace(math.log(r0), math.log(r_match), 4001)
    x2 = np.linspace(math.log(r_match), math.log(r_far), 4001)
    norm = simpson(np.exp(x1) * outward.sol(x1)[0]**2, x=x1)
    norm += simpson(np.exp(x2) * (scale * inward.sol(x2)[0])**2, x=x2)
    slope = 1 / math.sqrt(norm)

    def tail(r):
        return float(scale * slope * inward.sol(math.log(r))[0])
    return E, slope, tail, r_far


E1, slope1, tail1, far1 = free_orbital(coarse[0])
E3, slope3, tail3, far3 = free_orbital(coarse[2])
kappa3 = math.sqrt(-2 * E3)
r_min = tolerance / (2 * Z**3)
r_max = brentq(lambda r: kappa3 * tail3(r)**2 - tolerance, 8, 0.9 * far3)
q3 = math.sqrt(2 * (screened(r_max) - E3))

# the outer wall for 1s sits at 30/kappa, where its effect is negligible
E1_wall = level(screened, Z, r_min, min(r_max, far1), True, E1, 1e-4)
E3_wall = level(screened, Z, r_min, r_max, True, E3, 1e-4)
shift1, shift3 = E1_wall - E1, E3_wall - E3
inner1 = slope1**2 * r_min / 2
inner3 = slope3**2 * r_min / 2
outer3 = q3 * tail3(r_max)**2
assert slope1**2 < 4 * Z**3 and slope3**2 < 4 * Z**3 / 27
assert abs(shift1 / inner1 - 1) < 0.03
assert abs(shift3 / (inner3 + outer3) - 1) < 0.04
assert 0 < shift1 < tolerance and 0 < shift3 < tolerance

print(f"Model atom: Z = {Z}, alpha = {alpha} per bohr, "
      f"tolerance = {tolerance:.0e} hartree")
print(f"Unwalled 1s energy = {E1:.6f} hartree")
print(f"Unwalled 3s energy = {E3:.6f} hartree")
print(f"kappa of 3s = {kappa3:.5f} per bohr")
print(f"1s: P'(0)^2 = {slope1**2:.2f} bohr^-3, 4Z^3 = {4*Z**3} bohr^-3")
print(f"3s: P'(0)^2 = {slope3**2:.3f} bohr^-3, "
      f"4Z^3/27 = {4*Z**3/27:.2f} bohr^-3")
print(f"Chosen r_min = {r_min:.4e} bohr")
print(f"Chosen r_max = {r_max:.3f} bohr")
print(f"P_3s(r_max) = {tail3(r_max):.4e} bohr^-1/2")
print(f"q at r_max = {q3:.5f} per bohr")
print(f"ln(r_max/r_min) = {math.log(r_max/r_min):.2f}")
print(f"1s shift: solved {shift1:.3e}, P'(0)^2 r_min/2 = {inner1:.3e} hartree")
print(f"3s shift: solved {shift3:.3e} hartree")
print(f"  estimates: outer q P^2 = {outer3:.3e}, inner = {inner3:.3e} hartree")
print(f"Tolerance in eV = {tolerance*HARTREE_EV:.3e} eV")
print("tests ok")
```

Output:

```
Inner wall, hydrogen 1s: r_min (bohr), exact shift (hartree),
  exact shift / (2 Z^3 r_min / n^3)
  1e-02  1.78932e-02  0.89466
  1e-03  1.96795e-03  0.98397
  1e-04  1.99583e-04  0.99792
  1e-05  1.99949e-05  0.99975
Hydrogen, r_min = 1e-03 bohr: exact 2s shift 2.4639e-04 hartree
  exact 2p shift 6.2406e-11 hartree, r_min^3/16 = 6.2500e-11 hartree
Outer wall, hydrogen: n, r_max (bohr), exact shift (hartree),
  exact/(kappa P^2), exact/(q P^2)
  1  10  7.3672e-07  0.8936  0.9990
  1  20  6.4480e-15  0.9486  0.9999
  3  40  1.3208e-06  0.7392  0.9967
  3  80  3.4045e-16  0.8802  0.9998
Regular start, hydrogenic 1s, Z = 11: r_min (bohr), shift (hartree),
  -2 Z^5 r_min^3 (hartree), wall estimate 2 Z^3 r_min (hartree)
  1e-03  -3.186e-04  -3.221e-04  2.662e+00
  5e-04  -4.004e-05  -4.026e-05  1.331e+00
Model atom: Z = 11, alpha = 2.0 per bohr, tolerance = 1e-06 hartree
Unwalled 1s energy = -42.956180 hartree
Unwalled 3s energy = -0.223311 hartree
kappa of 3s = 0.66830 per bohr
1s: P'(0)^2 = 5124.80 bohr^-3, 4Z^3 = 5324 bohr^-3
3s: P'(0)^2 = 14.186 bohr^-3, 4Z^3/27 = 197.19 bohr^-3
Chosen r_min = 3.7566e-10 bohr
Chosen r_max = 16.177 bohr
P_3s(r_max) = 1.2232e-03 bohr^-1/2
q at r_max = 0.56832 per bohr
ln(r_max/r_min) = 24.49
1s shift: solved 9.626e-07, P'(0)^2 r_min/2 = 9.626e-07 hartree
3s shift: solved 8.518e-07 hartree
  estimates: outer q P^2 = 8.504e-07, inner = 2.665e-09 hartree
Tolerance in eV = 2.721e-05 eV
tests ok
```
